# Scattering-Matrix Composition for Source-Drain Tunnelling through a Deep Channel Barrier

## 1. Definitions and conventions

An electron of effective mass $m$ and energy $E$ moves along $x$ through a semiconductor film of thickness $d$ with hard walls at $z=0$ and $z=d$. The source occupies $x<0$, the channel $0<x<L$, and the drain $x>L$. Motion is coherent, the mass is constant, and the potential is given. Lengths are in nm and energies in eV; $e$ is the positive elementary charge.

Expanding the wave function in $N$ transverse functions $\sqrt{2/d}\,\sin(n\pi z/d)$ gives a vector $\psi(x)$ obeying

$$\psi''=Q\psi,\qquad Q(x)=c\,[W(x)-E],\qquad c=2m/\hbar^2 .$$

The matrix $W$ is real and symmetric. It is constant and diagonal in each lead. Energy is measured from the lowest source subband, so the subband offsets are $\Delta_n=\pi^2(n^2-1)/(cd^2)$.

A superscript $+$ marks a wave that travels or decays to the right, and $-$ one that travels or decays to the left. For incidence from the source, $r$ and $t$ denote reflection and transmission; for incidence from the drain they are $r'$ and $t'$. They act on subband vectors and are not flux-normalized. The relative rounding unit is $\varepsilon\approx2.2\times10^{-16}$ in double precision.

The question is how to obtain the transmission when the barrier is many decay lengths thick. A transfer matrix carries growing exponentials. They do not damage every quantity read from it, so the failure has to be located.

## 2. The channel model

The channel potential energy $V$ obeys the quasi-two-dimensional Poisson equation with screening length $\lambda$:

$$\lambda^2V''=V-U_b,\qquad V(0)=0,\qquad V(L)=-eV_d .$$

The difference $V-U_b$ satisfies the homogeneous equation. It is therefore a combination of $\sinh(x/\lambda)$ and $\sinh((L-x)/\lambda)$. The condition at $x=0$ fixes the second coefficient as $-U_b/\sinh(L/\lambda)$; that at $x=L$ fixes the first as $-(U_b+eV_d)/\sinh(L/\lambda)$. Hence

$$V=U_bg-eV_ds,\quad s=\frac{\sinh(x/\lambda)}{\sinh(L/\lambda)},\quad g=1-s-\frac{\sinh((L-x)/\lambda)}{\sinh(L/\lambda)} .$$

A transverse field term $eFg(x)(z-d/2)$, which vanishes at the contacts, is added as part of the model. Its matrix elements follow from $2\sin a\sin b=\cos(a-b)-\cos(a+b)$ and, for odd $p$, $\int_0^d z\cos(p\pi z/d)\,dz=-2d^2/(p\pi)^2$. For odd $n+m$,

$$Z_{nm}=-\frac{2d}{\pi^2}\left[\frac1{(n-m)^2}-\frac1{(n+m)^2}\right]=-\frac{8d\,nm}{\pi^2(n^2-m^2)^2}.$$

For even $n+m$ the element vanishes by reflection about mid-film. Altogether $W=\mathrm{diag}(\Delta_n)+V\,1+eFg\,Z$.

## 3. Bounded building blocks

**Slice.** Replace $W$ by its midpoint value in each slice of width $h$ and diagonalize $Q=U\,\mathrm{diag}(q_n)\,U^T$, with $U$ real orthogonal. Choose

$$K_n=i\sqrt{-q_n}\ (q_n<0,\ \text{open}),\qquad K_n=-\sqrt{q_n}\ (q_n>0,\ \text{closed}),$$

and define $Y=UKU^T$. Then $(\psi^\pm)'=\pm Y\psi^\pm$. Across the slice both waves, each followed in its own direction, are multiplied by

$$p=U e^{Kh}U^T .$$

Since $|e^{K_nh}|\le1$, $p$ never enlarges a vector. The slice has $t=t'=p$ and $r=r'=0$.

**Interface.** Let medium $a$ lie left of medium $b$, and let $\phi$ be the common value of $\psi$ at the interface. For incidence from the left, $\phi=\psi_a^++\psi_a^-=\psi_b^+$. Continuity of the derivative gives

$$Y_a(\psi_a^+-\psi_a^-)=Y_b\phi .$$

Inserting $\psi_a^-=\phi-\psi_a^+$ gives $2Y_a\psi_a^+=(Y_a+Y_b)\phi$, so

$$t=2(Y_a+Y_b)^{-1}Y_a,\qquad r=t-1 .$$

For incidence from the right, $\phi=\psi_b^++\psi_b^-=\psi_a^-$ and $-Y_a\phi=Y_b(\psi_b^+-\psi_b^-)=Y_b(\phi-2\psi_b^-)$. Therefore

$$t'=2(Y_a+Y_b)^{-1}Y_b,\qquad r'=t'-1 .$$

The inverse exists if no $K_n$ vanishes. For any vector $v$, $v^\dagger Yv=\sum_nK_n|u_n^Tv|^2$, where $u_n$ are the columns of $U$. Closed modes contribute nonpositive real numbers and open modes nonnegative imaginary ones. If $(Y_a+Y_b)v=0$, every contribution must vanish separately. All projections of $v$ are then zero, and $v=0$.

## 4. Composition

Place object $A$ to the left of object $B$. Let $a$ enter from the source, $b$ from the drain, and let $u$ and $v$ be the right- and left-moving vectors at the cut:

$$u=t_Aa+r'_Av,\qquad v=r_Bu+t'_Bb .$$

With $b=0$, substitution gives $u=(1-r'_Ar_B)^{-1}t_Aa$ and $v=r_Bu$. The outgoing waves are $t_Bu$ on the right and $r_Aa+t'_Av$ on the left, so

$$t=t_B(1-r'_Ar_B)^{-1}t_A,\qquad r=r_A+t'_Ar_B(1-r'_Ar_B)^{-1}t_A .$$

With $a=0$, the equations give $v=(1-r_Br'_A)^{-1}t'_Bb$ and $u=r'_Av$. Hence

$$t'=t'_A(1-r_Br'_A)^{-1}t'_B,\qquad r'=r'_B+t_Br'_A(1-r_Br'_A)^{-1}t'_B .$$

When all eigenvalues of $r'_Ar_B$ lie inside the unit circle, the inverse is the sum of the repeated reflections between the objects. The formulas themselves require only that the inverse exists. The formulas for $u$ and $v$ also give the wave function at an interior cut without forward integration.

For transmission from the source, $t$ and $r'$ suffice. Because $(1-r'r_B)r'=r'(1-r_Br')$, we have $r'(1-r_Br')^{-1}=(1-r'r_B)^{-1}r'$, and one factorization serves both updates:

```text
t = identity;  rp = 0;  Ya = Y(source)
for each medium b in (slices, then drain):
    diagonalize W_b;  form K, U, Yb
    G   = Ya + Yb
    tb  = 2 solve(G, Ya);  rb  = tb  - identity
    tpb = 2 solve(G, Yb);  rpb = tpb - identity
    D   = identity - rp rb
    X   = solve(D, t);     Z   = solve(D, rp)
    t   = tb X
    rp  = rpb + tb Z tpb
    if b is a slice:
        p  = U exp(K h) U^T
        t  = p t;          rp  = p rp p
    Ya = Yb
T = sum over open m,n of (k_drain[n]/k_source[m]) |t[n,m]|^2
```

In this listing `Z` is a work matrix. The dense operations cost $O(N^3)$ per slice, or $O(nN^3)$ per energy for $n$ slices. Working storage is $O(N^2)$ if slices are generated as needed. If $W$ does not depend on $E$, storing its eigenvectors avoids repeating the diagonalizations at other energies, at the price of $O(nN^2)$ memory.

## 5. Flux and reciprocity

Since $Q$ is real and symmetric,

$$\frac{d}{dx}(\psi^\dagger\psi'-\psi'^\dagger\psi)=\psi^\dagger Q\psi-\psi^\dagger Q\psi=0 .$$

Thus $\mathrm{Im}\,\psi^\dagger\psi'$, which is proportional to the current, is conserved. For unit incidence in open source channel $m$, a transmitted open channel contributes $k_n^R|t_{nm}|^2$, where $k=|K|$. A single decaying closed wave in a lead has a real logarithmic derivative and contributes nothing. Therefore

$$T=\sum_{m,n\ \mathrm{open}}\frac{k_n^R}{k_m^L}|t_{nm}|^2,$$

and, with $R$ the corresponding sum of $(k_n^L/k_m^L)|r_{nm}|^2$ over open source channels, $R+T$ equals the number of open source channels. Closed channels must stay in the matrices during composition, but the full matrix including them is not unitary.

The two directions are related by the bilinear quantity $\psi_1^T\psi_2'-\psi_1'^T\psi_2$, which is also constant. Let solution 1 enter from source channel $m$ and solution 2 from drain channel $n$. In the source the reflected terms of solution 1 cancel, leaving $-2K_m^Lt'_{mn}$. In the drain those of solution 2 cancel, leaving $-2K_n^Rt_{nm}$. Hence

$$K_m^Lt'_{mn}=K_n^Rt_{nm},$$

and the flux-weighted transmission may be computed from either $t$ or $t'$.

A test at $L=5$ nm and $E=0.6$ eV has one open source channel and two open drain channels. It gives $R=0.000640$ and $T=0.999360$, and $|R+T-1|$ is $8.4\times10^{-15}$. Conservation alone would not validate a tiny $T$, since an error far below $\varepsilon$ is invisible in $R+T$.

## 6. What the transfer product loses

At an interface the same continuity conditions give

$$\psi_b^\pm=\tfrac12\left[\psi_a^++\psi_a^-\pm Y_b^{-1}Y_a(\psi_a^+-\psi_a^-)\right].$$

Multiplying these maps and the slice maps $\mathrm{diag}(p,p^{-1})$ produces $M$, with $(\psi^+,\psi^-)_R=M(\psi^+,\psi^-)_L$. The factor $p^{-1}$ contains the growing exponentials. For incidence from the drain, $\psi_L^+=0$, so

$$t'=M_{22}^{-1}.$$

For incidence from the source, $\psi_R^-=0$. Then $\psi_L^-=-M_{22}^{-1}M_{21}\psi_L^+$ and

$$t=M_{11}-M_{12}M_{22}^{-1}M_{21}.$$

These expressions are algebraically equivalent routes to $T$, but they respond differently to rounding.

### One mode

Take a rectangular barrier between equal leads, with $K_a=ik$ outside and $K_b=-\kappa$ inside. The two interface transmissions multiply to $-4ik\kappa/(\kappa-ik)^2$. Both internal reflections equal $(\kappa+ik)/(\kappa-ik)$. Composition gives

$$t=\frac{-4ik\kappa\,e^{-\kappa L}}{(\kappa-ik)^2-(\kappa+ik)^2e^{-2\kappa L}} .$$

Multiply numerator and denominator by $e^{\kappa L}$. The denominator becomes $2(\kappa^2-k^2)\sinh\kappa L-4ik\kappa\cosh\kappa L$. Using $\cosh^2=1+\sinh^2$ in its squared modulus yields

$$T=\left[1+\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}\sinh^2\kappa L\right]^{-1}.$$

For $L=20$ nm, $k=0.7245$ nm$^{-1}$ and $\kappa=1.4491$ nm$^{-1}$, this is $1.7205\times10^{-25}$. Composition and $1/|M_{22}|^2$ reproduce it. The wanted amplitude $t'$ is the reciprocal of the large element $M_{22}$, and no cancellation is needed to obtain it.

The expression for $t$ instead subtracts numbers of order $e^{\kappa L}$ to leave one of order $e^{-\kappa L}$. Its error relative to $t$ is of order $\varepsilon e^{2\kappa L}$. Here $|M_{22}|=T^{-1/2}\approx2.4\times10^{12}$, so the expected absolute rounding error is about $5\times10^{-4}$. The computed $T=1.2\times10^{-7}$ corresponds to $|t|\approx3.5\times10^{-4}$: it is rounding noise.

### Coupled modes

For two modes the essential part of the growing block can be displayed by omitting the bounded interface factors. Let $g_j=e^{\kappa_jL}$ with $\kappa_2>\kappa_1$, and let $\theta$ be the angle between barrier modes and lead modes:

$$B=\begin{pmatrix}g_1\cos^2\theta+g_2\sin^2\theta&(g_1-g_2)\sin\theta\cos\theta\\(g_1-g_2)\sin\theta\cos\theta&g_1\sin^2\theta+g_2\cos^2\theta\end{pmatrix}.$$

Its determinant is $g_1g_2$, so for $g_2\cos^2\theta\gg g_1\sin^2\theta$

$$(B^{-1})_{11}=\frac{g_1\sin^2\theta+g_2\cos^2\theta}{g_1g_2}\approx\frac{\cos^2\theta}{g_1}.$$

The wanted tunnelling amplitude is set by the smaller growth factor. Yet the larger factor dominates every element of $B$ when both $g_2\sin^2\theta$ and $g_2\cos^2\theta$ are much larger than $g_1$. Rounding the elements disturbs the determinant by about $\varepsilon g_2^2\sin^2\theta\cos^2\theta$. Dividing by $g_1g_2$ gives

$$\frac{|\delta t'_{11}|}{|t'_{11}|}\sim\varepsilon\sin^2\theta\cos^2\theta\;e^{(\kappa_2-\kappa_1)L}.$$

This estimate holds while the error is small. The columns of $B$ become nearly parallel to the fastest-growing mode, and finite precision erases their small difference. That difference contains the slowest-decaying, physically dominant tunnelling path.

For several modes in a slowly varying channel, the corresponding estimate is $\varepsilon\eta\exp\int(\kappa_{\max}-\kappa_{\min})dx$, with a mixing factor $\eta$ that depends on the profile and on the number $N$ of retained modes. Since $\kappa_{\max}$ belongs to the highest retained mode, enlarging the basis raises the exponent and brings the failure to shorter lengths even when $T$ itself has converged; $\eta$ falls with $N$ and offsets only part of the rise. If the modes are uncoupled, $M_{22}$ is diagonal. Its zeros remain zero, and each element is inverted separately, however different their sizes.

A uniform two-mode barrier with $F=0.3$ V/nm tests the exponent. Its decay rates are 1.3757 and 2.3657 nm$^{-1}$, a difference of 0.990 nm$^{-1}$. The fitted growth rate of the logarithmic error between 14 and 30 nm is 0.946 nm$^{-1}$, about 4% lower. The test allows 15%, because individual rounding errors scatter.

## 7. Worked channel

The model parameters are $m=0.2$ electron masses, $d=3$ nm, $N=4$, $\lambda=2$ nm, $U_b=0.5$ eV, $V_d=0.3$ V, $F=0.2$ V/nm and $E=0.1$ eV. With $c=5.249$ eV$^{-1}$ nm$^{-2}$,

$$\Delta_2=\frac{3\pi^2}{5.249\times3^2}=0.627\ \text{eV}.$$

The kinetic energy available in the lowest subband is 0.1 eV in the source and 0.4 eV in the drain. Both are below $\Delta_2$, so each lead has one open channel. Closed channels still affect the result through coupling in the barrier.

With slices of 0.1 nm, and $J=\int(\kappa_{\max}-\kappa_{\min})dx$, the two algorithms give:

| $L$ (nm) | $T$, composed | $T$, transfer | $\log_{10}e^J$ |
|---:|---:|---:|---:|
| 5 | $1.09\times10^{-1}$ | $1.09\times10^{-1}$ | 8.25 |
| 10 | $1.29\times10^{-7}$ | $1.29\times10^{-7}$ | 14.52 |
| 15 | $8.92\times10^{-14}$ | $9.04\times10^{-14}$ | 20.79 |
| 20 | $6.31\times10^{-20}$ | $4.55\times10^{-29}$ | 27.08 |
| 30 | $3.20\times10^{-32}$ | $6.66\times10^{-66}$ | 39.67 |

The transfer column is read from $M_{22}$, the better of its two routes. Its error relative to composition rises from $3.7\times10^{-9}$ at 10 nm to $1.4\times10^{-2}$ at 15 nm, a factor $10^{6.6}$. The contrast $e^J$ rises by $10^{6.3}$, in fair agreement with the estimate. At 15 nm, $\varepsilon e^J\approx1.4\times10^5$, so the observed error implies $\eta\approx10^{-7}$. This small factor postpones the failure; its value has not been derived here.

At 20 nm the transfer result is too small by about nine orders of magnitude; its digits, like those at 30 nm, are rounding noise and change with the order of operations. Rounding has replaced the smallest singular value of $M_{22}$ by a much larger one, and the inverse is correspondingly too small. The output is still positive and still decreases with length, so a single value gives no warning. The length dependence betrays the failure: the fall per 5 nm jumps from about 6 decades between 10 and 15 nm to about 15 decades between 15 and 20 nm. At a single length, a condition number of $M_{22}$ near or above $1/\varepsilon$ is a warning but not a proof of failure: it ignores $\eta$, and the uncoupled 30 nm case below has a comparably large condition number and loses nothing. A result that scatters instead of converging when the slices are refined is also a warning, though the scatter can be far smaller than the error.

The composed values can be checked against the barrier physics. Between 25 and 30 nm,

$$\frac{1}{2\times5}\ln\frac{4.496\times10^{-26}}{3.205\times10^{-32}}=1.415\ \text{nm}^{-1}.$$

Deep in a long channel $g\to1$ and $s\to0$. Second-order coupling to subband 2 lowers the first level by $(0.2\times0.540)^2/0.627=0.0186$ eV. The resulting decay rate is $\sqrt{5.249(0.4-0.0186)}=1.415$ nm$^{-1}$, in agreement. The same lowering explains why removing the field reduces $T$ at 30 nm from $3.2\times10^{-32}$ to $5.8\times10^{-33}$.

Three tests separate discretization, rounding and coupling:

- At 20 nm, slices of 0.1 and 0.05 nm give $T=6.312\times10^{-20}$ and $6.308\times10^{-20}$. Extrapolation assuming an $h^2$ error gives $6.306\times10^{-20}$. An independent finite-difference solution of the continuous profile, extrapolated likewise, gives the same value to these digits.
- At 30 nm, a transfer calculation by matrix power series gives $3.2048\times10^{-32}$ with 60 digits, matching composition. With 16 digits it gives $9.3\times10^{-65}$. The slices and propagation formulas are identical, so the loss comes from precision.
- At 30 nm without coupling, $T$ read from $M_{22}$ agrees with composition to $8.9\times10^{-16}$ relative error, despite the large growth factors.

## 8. Stability limits and failure modes

In composition an exponentially small transmission is built by multiplying small factors, not by subtracting large ones. For one mode the interface obeys $|t|=2|K_a|/|K_a+K_b|\le2$, because each $K$ is positive imaginary or negative real. This is not a general bound for coupled modes. In the 30 nm calculation the largest element of the partial scattering matrices, recorded after each slice and at the drain, was 1.984.

**Poles and thresholds.** If $1-r'_Ar_B$ is nearly singular, the composition is ill-conditioned. This can occur at a sharp resonance or at a bound state of a partial structure. Monitor its condition number, and refine the energy grid near resonances. At $K_n=0$ the right- and left-moving solutions coincide; shift the energy slightly or treat that slice with a basis containing $1$ and $x$.

**Weak paths.** Composition protects the dominant transmission, not the relative accuracy of every matrix element. Forming $p$ in the subband basis introduces absolute errors comparable with $\varepsilon$ times its largest element. A path much weaker than that can be lost. If symmetry forbids the dominant path, separate the symmetry sectors before composing.

**Extra precision.** A transfer product remains usable if the working digits exceed $\log_{10}e^J$ by the number of digits wanted, a conservative estimate when $\eta<1$. At 30 nm it asks for about 40 digits plus the number wanted; a small $\eta$ lowers the actual need. The Schur-complement route needs a separate estimate, since it also cancels growing against decaying parts.

**Underflow.** For still longer barriers $t$ can fall below the floating-point range. Carry a common scale factor for $t$ and store its logarithm; the reflection matrices need no such scaling.

**Physical scope.** Stable arithmetic does not supply missing physics. The results refer to one energy, four subbands and a prescribed potential. A single isotropic mass serves both directions. The fourth subband lies 3.1 eV above the first, beyond the range where a constant mass and hard walls describe a real film; it acts as a basis function, and the values of $J$, $\eta$ and the failure length quoted here belong to this cutoff. The transverse field of 0.2 V/nm (2 MV/cm) is chosen to couple the subbands, not derived from a gate design, and it exceeds the bulk breakdown field of silicon. Scattering by phonons or defects, charge self-consistency and thermal emission over the barrier are absent. Where such processes carry more current than coherent tunnelling, a value such as $10^{-32}$ tests the algorithm and does not predict the device leakage. The complete numerical output follows.

## Numbers as computed

```
c = 2m/hbar^2: 5.24937 1/(eV nm^2)
mass 0.2 m_e, thickness 3.0 nm, lambda 2.0 nm
U_b 0.5 eV, V_d 0.3 V, F 0.2 V/nm, E 0.1 eV
subband offsets (eV): 0.0000 0.6267 1.6712 3.1336
coupling length Z_12: -0.54038 nm
mid-channel kappa, L=20 nm (1/nm): 1.4000 2.3175 3.2930 4.3073
one mode, rectangular barrier 20.0 nm, kappa 1.4491 1/nm
  T analytic: 1.720498e-25
  T composed: 1.720498e-25
  T from growing element: 1.720498e-25
  T from Schur complement: 1.192e-07
flux check: L 5 nm, E 0.6 eV, open drain: 2
  R = 0.000640, T = 0.999360, |R+T-1| = 8.4e-15
continuous profile, L = 20 nm
  T composed, slices 0.1 nm: 6.312474e-20
  T composed, slices 0.05 nm: 6.307947e-20
  T composed, extrapolated: 6.306438e-20
  T finite difference, extrapolated: 6.306438e-20
sweep, slices 0.1 nm; contrast = exp(int(kmax-kmin)dx)
L(nm)  T composed    T transfer    rel.error  log10 contrast
   5   1.09138e-01   1.09138e-01   1.0e-14    8.25
  10   1.28630e-07   1.28630e-07   3.7e-09    14.52
  15   8.91848e-14   9.04022e-14   1.4e-02    20.79
  20   6.31247e-20   4.55230e-29   1.0e+00    27.08
  25   4.49582e-26   4.60410e-49   1.0e+00    33.37
  30   3.20480e-32   6.66021e-66   1.0e+00    39.67
largest partial S element at 30 nm: 1.984
power-series transfer, L = 30 nm
  T with 60 digits: 3.204803e-32
  T with 16 digits: 9.268519e-65
  composed vs 60 digits, rel.error: 1.2e-14
uncoupled, L = 30 nm: T 5.80044e-33, transfer rel.error 8.9e-16
two-mode barrier, F = 0.3 V/nm, L = 14 to 30 nm
  kappa_1 1.3757, kappa_2 2.3657 1/nm
  kappa_2 - kappa_1: 0.9900 1/nm
  fitted growth rate of ln(error): 0.9464 1/nm
```
